# The variable-phase equation and the absolute phase shift in Dirac scattering: a program that tests the result

```python
"""Variable-phase equation for the radial Dirac system (hartree atomic units).

Result under test, for a potential V bounded at r=0 and integrable:
  delta' = -V/(c eta) * [ (cos(delta) fP - sin(delta) gP)^2
                        + (cos(delta) fQ - sin(delta) gQ)^2 ]
f, g: regular and irregular free solutions (large P, small Q components);
energy: without rest energy; k: wave number; eta = c k/(energy + 2 c^2).
The branch belonging to the regular solution gives the absolute phase shift.
Independent roads: linear Dirac integration with node counting, continuation
in coupling strength, a cut-off potential, and a Schroedinger integration.
"""
import math
import numpy as np
from scipy import constants
from scipy.integrate import solve_ivp, quad
from scipy.special import spherical_jn, spherical_yn

C = 1.0 / constants.fine_structure
Z, A_SCREEN, B_CORE = 80.0, 0.2, 0.01
V_ORIGIN = -Z / B_CORE
R_MAX = 5.0
ENERGY = 100.0
ODD_FACTORIAL = [1.0, 3.0, 15.0]      # (2l+1)!! for l = 0, 1, 2


def potential(r):
    return Z / r * math.exp(-r / A_SCREEN) * math.expm1(-r / B_CORE)


def momentum(energy, light=C):
    k = math.sqrt(energy * (energy + 2 * light**2)) / light
    return k, light * k / (energy + 2 * light**2)


def riccati(x):
    """x*j_l(x) and x*y_l(x) for l = 0, 1, 2."""
    s, c = math.sin(x), math.cos(x)
    if x < 0.05:
        regular = [x**(l + 1) / ODD_FACTORIAL[l]
                   * (1 - x**2 / (2 * (2*l + 3))
                      + x**4 / (8 * (2*l + 3) * (2*l + 5)))
                   for l in range(3)]
    else:
        regular = [s, s / x - c, (3 / x**2 - 1) * s - 3 * c / x]
    irregular = [-c, -c / x - s, -(3 / x**2 - 1) * c - 3 * s / x]
    return regular, irregular


def orbital(kappa):
    return kappa if kappa > 0 else -kappa - 1


def free_pair(kappa, k, eta, r):
    sign = 1 if kappa > 0 else -1
    l = orbital(kappa)
    reg, irr = riccati(k * r)
    return (reg[l], sign * eta * reg[l - sign],
            irr[l], sign * eta * irr[l - sign])


def regular_coefficient(kappa, k, eta, light=C):
    """Coefficient of r^(2|kappa|+1) in delta near the origin."""
    n = abs(kappa)
    weight = 1.0 if kappa < 0 else eta**2
    return (-V_ORIGIN * weight * k**(2*n)
            / (light * eta * (2*n + 1) * ODD_FACTORIAL[n - 1]**2))


def phase_function(kappa, energy, radii, strength=1.0, light=C,
                   rtol=1e-10, atol=1e-13):
    k, eta = momentum(energy, light)
    n = abs(kappa)
    r0 = 1e-6 if n == 1 else 5e-4
    start = strength * regular_coefficient(kappa, k, eta, light) * r0**(2*n + 1)

    def slope(r, delta):
        fp, fq, gp, gq = free_pair(kappa, k, eta, r)
        c, s = math.cos(delta[0]), math.sin(delta[0])
        density = (c * fp - s * gp)**2 + (c * fq - s * gq)**2
        return [-strength * potential(r) / (light * eta) * density]

    sol = solve_ivp(slope, (r0, radii[-1]), [start], method="DOP853",
                    t_eval=radii, rtol=rtol, atol=atol, first_step=r0)
    assert sol.success
    return sol.y[0]


def dirac_slope(kappa, energy, strength, cut=math.inf):
    def slope(r, u):
        p, q = np.split(u, 2)
        v = strength * (potential(r) if r < cut else 0.0)
        return np.concatenate((-kappa / r * p + (energy - v + 2*C**2) * q / C,
                               kappa / r * q - (energy - v) * p / C))
    return slope


def linear_solution(kappa, energy, radii, strength=1.0, cut=math.inf):
    """Regular solution of the linear Dirac system; strength may be an array."""
    lam = np.atleast_1d(np.asarray(strength, dtype=float))
    r0, n = 1e-6, abs(kappa)
    one = np.ones_like(lam)
    v0 = lam * V_ORIGIN
    if kappa < 0:
        p, q = one, -(energy - v0) * r0 / (C * (2*n + 1))
    else:
        p, q = (energy - v0 + 2*C**2) * r0 / (C * (2*n + 1)), one
    sol = solve_ivp(dirac_slope(kappa, energy, lam, cut), (r0, radii[-1]),
                    np.concatenate((p, q)), method="DOP853", t_eval=radii,
                    rtol=1e-10, atol=1e-14)
    assert sol.success
    return sol.y[:lam.size], sol.y[lam.size:]


def principal_phase(kappa, energy, r, p, q):
    k, eta = momentum(energy)
    fp, fq, gp, gq = free_pair(kappa, k, eta, r)
    return np.arctan((p * fq - q * fp) / (p * gq - q * gp))


def phase_from_nodes(kappa, energy, strength=1.0):
    """Absolute phase from linear integration and the zeros of P."""
    grid = np.linspace(0.001, R_MAX, 5000)
    p, q = linear_solution(kappa, energy, grid, strength)
    p, q = p[0], q[0]
    nodes = int(np.sum(p[1:] * p[:-1] < 0))
    k, _ = momentum(energy)
    l = orbital(kappa)
    pairs = [riccati(k * r) for r in grid]
    free_angle = np.unwrap([math.atan2(s[l], -t[l]) for s, t in pairs])[-1]
    principal = float(principal_phase(kappa, energy, R_MAX, p[-1], q[-1]))
    absolute = (nodes * math.pi + (free_angle + principal) % math.pi
                - free_angle)
    return absolute, principal, nodes, free_angle


k, eta = momentum(ENERGY)
KEV = constants.physical_constants["Hartree energy in eV"][0] / 1000
print(f"speed of light c = {C:.6f} a.u.")
print(f"model: Z = {Z:.0f}, a = {A_SCREEN} bohr, b = {B_CORE} bohr")
print(f"V(0) = {V_ORIGIN:.1f} hartree")
print(f"energy = {ENERGY:.1f} hartree = {ENERGY * KEV:.4f} keV")
print(f"k = {k:.6f} 1/bohr, eta = {eta:.6f}")
print(f"outer radius R = {R_MAX} bohr")

# Free functions: library values, free Dirac equations, Wronskian.
for x in (0.01, 0.3, 4.0):
    reg, irr = riccati(x)
    for l in range(3):
        assert math.isclose(reg[l], x * spherical_jn(l, x), rel_tol=1e-8)
        assert math.isclose(irr[l], x * spherical_yn(l, x), rel_tol=1e-8)
r, h = 0.3, 1e-5
for kappa in (-1, 1, -2, 2):
    here = np.array(free_pair(kappa, k, eta, r))
    diff = (np.array(free_pair(kappa, k, eta, r + h))
            - np.array(free_pair(kappa, k, eta, r - h))) / (2*h)
    for i in (0, 2):
        p, q = here[i], here[i + 1]
        assert abs(diff[i] + kappa*p/r - (ENERGY + 2*C**2)*q/C) < 1e-5
        assert abs(diff[i + 1] - kappa*q/r + ENERGY*p/C) < 1e-5
    assert abs(here[0]*here[3] - here[1]*here[2] - eta) < 1e-10

# Behaviour at the origin: regular solutions, then an irregular one.
for kappa in (-1, 1, -2, 2):
    r = 1e-4
    p, q = linear_solution(kappa, ENERGY, [r])
    measured = (principal_phase(kappa, ENERGY, r, p[0, 0], q[0, 0])
                / r**(2*abs(kappa) + 1))
    predicted = regular_coefficient(kappa, k, eta)
    assert abs(measured / predicted - 1) < 0.02   # V varies slightly over r
    if kappa == -1:
        print("kappa=-1 regular branch, delta/r^3 at r=1e-4 bohr: "
              f"{measured:.1f}, leading formula {predicted:.1f} bohr^-3")
r = 1e-6
inward = solve_ivp(dirac_slope(-1, ENERGY, 1.0), (0.05, r), [1.0, 0.3],
                   method="DOP853", rtol=1e-10, atol=1e-12)
measured = principal_phase(-1, ENERGY, r, *inward.y[:, -1]) / r
predicted = -C * k**2 / (eta * V_ORIGIN)
assert abs(measured / predicted - 1) < 5e-3
print("kappa=-1 irregular branch, delta/r at r=1e-6 bohr: "
      f"{measured:.3f}, leading formula {predicted:.3f} bohr^-1")

# Growth of the phase and its meaning as the phase of a cut-off potential.
radii = np.array([0.01, 0.03, 0.1, 0.2, 0.5, 1.0, R_MAX])
profile = phase_function(-1, ENERGY, radii)
assert np.all(np.diff(profile) > 0)
print("kappa=-1 phase function:")
for r, value in zip(radii, profile):
    print(f"  r = {r:.2f} bohr  delta = {value:.6f} rad")
quarter = math.pi / (2 * k)
p, _ = linear_solution(-1, ENERGY, [R_MAX - quarter, R_MAX], cut=0.1)
cut_phase = math.atan(-p[0, 1] / p[0, 0]) - k * R_MAX
assert abs(math.sin(cut_phase - profile[2])) < 1e-5
cut_phase += math.pi * round((profile[2] - cut_phase) / math.pi)
print(f"V cut at 0.10 bohr, outer wave (mod pi): {cut_phase:.6f} rad")

# Absolute phase against linear integration and node counting.
print("phases at R (rad): equation | nodes | principal arctan | missing pi")
phases = {}
for kappa in (-1, 1, -2, 2):
    delta = phase_function(kappa, ENERGY, [R_MAX])[0]
    absolute, principal, nodes, angle = phase_from_nodes(kappa, ENERGY)
    assert abs(delta - absolute) < 1e-6
    assert nodes == math.floor((angle + delta) / math.pi)
    phases[kappa] = delta
    missing = round((delta - principal) / math.pi)
    print(f"  kappa={kappa:+d}: {delta:.6f} | {absolute:.6f} | "
          f"{principal:.6f} | {missing}")
    print(f"    zeros of P = {nodes}, free angle = {angle:.6f} rad")
repulsive = phase_function(-1, ENERGY, [R_MAX], strength=-1.0)[0]
absolute = phase_from_nodes(-1, ENERGY, strength=-1.0)[0]
assert repulsive < 0 and abs(repulsive - absolute) < 1e-6
print(f"kappa=-1, sign of V reversed: equation {repulsive:.6f}, "
      f"nodes {absolute:.6f} rad")

# Continuation from zero coupling, using only linear integrations.
strengths = np.linspace(0.0, 1.0, 161)
for kappa in (-1, 1):
    p, q = linear_solution(kappa, ENERGY, [R_MAX], strengths)
    path = np.unwrap(principal_phase(kappa, ENERGY, R_MAX, p[:, 0], q[:, 0]),
                     period=math.pi)
    assert abs(path[0]) < 1e-6
    assert np.max(np.abs(np.diff(path))) < math.pi / 4
    assert abs(path[-1] - phases[kappa]) < 1e-6
    print(f"kappa={kappa:+d}, continued from zero coupling: {path[-1]:.6f} rad")

# Nonrelativistic limit against a separate Schroedinger integration.
grid = np.linspace(0.001, R_MAX, 5000)
wave = solve_ivp(lambda r, y: [y[1], 2 * (potential(r) - ENERGY) * y[0]],
                 (1e-6, R_MAX), [1e-6, 1.0], method="DOP853", t_eval=grid,
                 rtol=1e-10, atol=1e-13)
u, du = wave.y
k_nr = math.sqrt(2 * ENERGY)
nodes = int(np.sum(u[1:] * u[:-1] < 0))
schroedinger = (nodes * math.pi + math.atan(k_nr * u[-1] / du[-1]) % math.pi
                - k_nr * R_MAX)
large_c = phase_function(-1, ENERGY, [R_MAX], light=1e4)[0]
assert abs(large_c - schroedinger) < 2e-3
print(f"s wave, Schroedinger: {schroedinger:.5f} rad; "
      f"phase equation with c=10000: {large_c:.5f} rad")
print(f"Dirac minus Schroedinger, s wave: {phases[-1]-schroedinger:.5f} rad")

# High-energy limits.
integral = quad(potential, 0, 0.1, epsabs=1e-10)[0] + quad(
    potential, 0.1, 10.0, epsabs=1e-10, limit=200)[0]
assert abs(integral + Z * math.log(1 + A_SCREEN / B_CORE)) < 1e-6
limit = -integral / C
print(f"integral of V = {integral:.5f} hartree bohr")
print(f"Dirac high-energy limit -(1/c) integral V = {limit:.5f} rad")
errors = []
for energy in (1e4, 1e5, 1e6):
    delta = phase_function(-1, energy, [R_MAX], rtol=1e-7, atol=1e-7)[0]
    errors.append(abs(delta - limit))
    print(f"  energy = {energy:.0f} hartree: delta = {delta:.4f} rad")
assert errors[2] < 5e-3 and errors[2] < errors[0] / 20
fast_nr = phase_function(-1, 1e6, [R_MAX], light=1e6,
                         rtol=1e-8, atol=1e-8)[0]
born_nr = -integral / math.sqrt(2e6)
assert abs(fast_nr / born_nr - 1) < 0.01
print(f"nonrelativistic at 1000000 hartree (c=1000000): {fast_nr:.5f} rad; "
      f"-(1/k) integral V = {born_nr:.5f} rad")
print("verified")
```

Output:

```
speed of light c = 137.035999 a.u.
model: Z = 80, a = 0.2 bohr, b = 0.01 bohr
V(0) = -8000.0 hartree
energy = 100.0 hartree = 2.7211 keV
k = 14.160950 1/bohr, eta = 0.051532
outer radius R = 5.0 bohr
kappa=-1 regular branch, delta/r^3 at r=1e-4 bohr: 75419.6, leading formula 75726.2 bohr^-3
kappa=-1 irregular branch, delta/r at r=1e-6 bohr: 66.796, leading formula 66.659 bohr^-1
kappa=-1 phase function:
  r = 0.01 bohr  delta = 0.094964 rad
  r = 0.03 bohr  delta = 2.647826 rad
  r = 0.10 bohr  delta = 4.795453 rad
  r = 0.20 bohr  delta = 6.154324 rad
  r = 0.50 bohr  delta = 6.888781 rad
  r = 1.00 bohr  delta = 7.038388 rad
  r = 5.00 bohr  delta = 7.043628 rad
V cut at 0.10 bohr, outer wave (mod pi): 4.795453 rad
phases at R (rad): equation | nodes | principal arctan | missing pi
  kappa=-1: 7.043628 | 7.043628 | 0.760442 | 2
    zeros of P = 24, free angle = 70.804752 rad
  kappa=+1: 6.146495 | 6.146495 | -0.136690 | 2
    zeros of P = 23, free angle = 69.248078 rad
  kappa=-2: 6.032724 | 6.032724 | -0.250461 | 2
    zeros of P = 23, free angle = 69.248078 rad
  kappa=+2: 4.547050 | 4.547050 | 1.405457 | 1
    zeros of P = 22, free angle = 67.705529 rad
kappa=-1, sign of V reversed: equation -3.745952, nodes -3.745952 rad
kappa=-1, continued from zero coupling: 7.043628 rad
kappa=+1, continued from zero coupling: 6.146495 rad
s wave, Schroedinger: 6.86818 rad; phase equation with c=10000: 6.86822 rad
Dirac minus Schroedinger, s wave: 0.17544 rad
integral of V = -243.56180 hartree bohr
Dirac high-energy limit -(1/c) integral V = 1.77736 rad
  energy = 10000 hartree: delta = 2.2272 rad
  energy = 100000 hartree: delta = 1.7936 rad
  energy = 1000000 hartree: delta = 1.7775 rad
nonrelativistic at 1000000 hartree (c=1000000): 0.17206 rad; -(1/k) integral V = 0.17222 rad
verified
```
